\section*{Why a Schottky Barrier Is Not Simply Work Function Minus Affinity}

\section{The rule and its hidden assumption}

\textbf{Q:} I need the barrier that electrons meet between a metal and an n-type wide-gap semiconductor. The metal's work function $\Phi_M$ is the energy from its Fermi level up to vacuum. The electron affinity $\chi$ is the energy from the conduction-band edge up to vacuum. I line up the two vacuum levels and subtract, so the barrier is $\Phi_M-\chi$. For $\Phi_M=5.4$~eV and $\chi=3.8$~eV that gives 1.6~eV. Both inputs are properties of the separate materials. What could go wrong?

\textbf{A:} The subtraction is sound; the lining up is an assumption. Let us define the barrier without it:
\begin{equation}
\Phi_B=E_C(0)-E_F ,
\end{equation}
where $E_C(0)$ is the conduction-band edge at the semiconductor's surface and $E_F$ is the Fermi level, common to both sides in equilibrium. Now measure the local vacuum level from $E_F$. Just outside the metal it lies at $\Phi_M$. At the semiconductor surface it lies at $\Phi_B+\chi$, because we climb first to the band edge and then to vacuum. Call the difference
\begin{equation}
\Delta=\Phi_M-(\Phi_B+\chi).
\end{equation}
Solving for the barrier gives
\begin{equation}
\Phi_B=\Phi_M-\chi-\Delta .
\label{eq:step}
\end{equation}
Your rule, the Schottky--Mott rule, is the case $\Delta=0$. A positive $\Delta$ means that the vacuum level is lower on the semiconductor side.

\textbf{Q:} But the two surfaces touch. How can the vacuum level differ between two places that are practically the same place?

\textbf{A:} Through a dipole layer: two sheets of opposite charge a small distance apart. Let the metal end at $x=-\delta$ and the semiconductor begin at $x=0$, with a thin layer of permittivity $\varepsilon_i$ between them. The layer is thin enough for electrons to tunnel through, so equilibrium is maintained. Let the semiconductor side carry two charges per area: $\sigma$ in electronic states at its surface, with energies in the gap, and $Q_d$ in the depletion region behind it. The metal carries $-(\sigma+Q_d)$, so the contact as a whole is neutral.

Apply Gauss's law to a box reaching from inside the layer to deep inside the semiconductor, where the field vanishes. With $F$ the field in the layer along $+x$,
\begin{equation}
0-\varepsilon_iF=\sigma+Q_d
\quad\Longrightarrow\quad
F=-\frac{\sigma+Q_d}{\varepsilon_i}.
\end{equation}
The electrostatic potential therefore rises across the layer by $-F\delta=\delta(\sigma+Q_d)/\varepsilon_i$. An electron has charge $-e$, so its energy falls by $e$ times this amount:
\begin{equation}
\Delta=\frac{e\delta}{\varepsilon_i}(\sigma+Q_d).
\label{eq:gauss}
\end{equation}
Positive charge on the semiconductor side lowers the electron energies there, and the barrier with them. I assume that there is no other dipole, and that $\Phi_M$ and $\chi$ keep their free-surface values. A real interface may violate both assumptions.

\section{The charge in the gap states}

\textbf{Q:} Then I need $\sigma$. Don't filled states always make it negative?

\textbf{A:} No. What counts is the filling relative to the neutral condition. Suppose the sheet is neutral when its states are filled up to a level lying $\Phi_0$ below $E_C(0)$, the charge neutrality level. In the contact they are filled up to $E_F$, which lies $\Phi_B$ below $E_C(0)$. If $\Phi_B>\Phi_0$, the Fermi level is below the neutrality level, electrons are missing, and the sheet is positive.

Take a constant density $D$ of states per area and energy, spin included. The missing electrons number $D(\Phi_B-\Phi_0)$ per area, so
\begin{equation}
\sigma=eD(\Phi_B-\Phi_0).
\label{eq:sigma}
\end{equation}
The same formula gives a negative charge when $\Phi_B<\Phi_0$.

\textbf{Q:} You used a sharp Fermi level. At 300~K the filling is smeared.

\textbf{A:} The smearing removes as many electrons just below $E_F$ as it adds just above, because the Fermi function is symmetric in that sense and $D$ is constant. The total is unchanged as long as $E_F$ lies many $kT$ from both band edges. Near an edge, or with a structured density of states, Eq.~\eqref{eq:sigma} must be replaced by an integral.

\textbf{Q:} So I take my barrier of 1.6~eV, find the charge, and correct the barrier?

\textbf{A:} Try it with round model parameters: $\Phi_0=1.0$~eV, $D=4\times10^{13}$~cm$^{-2}$\,eV$^{-1}$, $\delta=0.50$~nm, $\varepsilon_i=2\varepsilon_0$. They describe no particular material. Leave out $Q_d$ for now. The charge enters the step through the dimensionless number
\begin{equation}
a=\frac{e^2D\delta}{\varepsilon_i}.
\end{equation}
With $D$ per eV, one factor $e$ converts the energy unit, and numerically
\begin{equation}
a=\frac{(1.602\times10^{-19})(4\times10^{17})(5\times10^{-10})}
{2(8.854\times10^{-12})}=1.81 .
\end{equation}
Your procedure gives a step of $a(1.6-1.0)\,\text{eV}=1.09$~eV and a barrier of about 0.51~eV. Now look at the sign of the charge at that barrier.

\textbf{Q:} It is below $\Phi_0$, so the charge would be negative. But I used a positive charge to get there.

\textbf{A:} So the answer contradicts its own premise. The charge lowers the barrier, and a lower barrier means less charge. Both must be found together. Write $s=\Phi_M-\chi$ for your rule's value and insert Eq.~\eqref{eq:sigma} into Eqs.~\eqref{eq:step} and \eqref{eq:gauss}, still with $Q_d=0$:
\begin{align}
\Phi_B&=s-a(\Phi_B-\Phi_0),\\
(1+a)\Phi_B&=s+a\Phi_0 .
\end{align}
The second line collects the terms in $\Phi_B$. Divide by $1+a$ and define $S=1/(1+a)$, so that $a/(1+a)=1-S$. Calling this solution $\Phi_{\rm lin}$, we have
\begin{equation}
\Phi_{\rm lin}=S(\Phi_M-\chi)+(1-S)\Phi_0 .
\label{eq:lin}
\end{equation}
Subtracting $s$ gives the departure from your rule:
\begin{equation}
\Phi_{\rm lin}-(\Phi_M-\chi)=-(1-S)(\Phi_M-\chi-\Phi_0).
\label{eq:departure}
\end{equation}
Here $S=1/2.81=0.356$, and the departure is $-0.644\times0.6$~eV $=-0.386$~eV. The barrier is 1.21~eV instead of 1.60~eV. Since $1-S=aS$, the self-consistent shift is the first estimate of 1.09~eV reduced by the factor $S$.

\textbf{Q:} So the barrier is a weighted average of my value and the neutrality level.

\textbf{A:} Yes, in this model with negligible depletion charge. The weight $S$ says how much of a change in work function reaches the barrier. The rest is taken up by the dipole.

\section{The depletion charge}

\textbf{Q:} You set $Q_d$ to zero, yet a Schottky contact has a depletion region. Is that allowed?

\textbf{A:} It is an approximation whose size we can calculate. Let $u(x)=E_C(x)-E_F$ for $x\ge0$. Deep in the semiconductor $u=\Phi_n$. With fully ionized donors of density $N_d$ and Boltzmann statistics, neutrality there requires $N_ce^{-\Phi_n/kT}=N_d$, where $N_c$ is the effective density of conduction-band states. Hence
\begin{equation}
\Phi_n=kT\ln\frac{N_c}{N_d}.
\end{equation}
Elsewhere the electron density is $N_de^{-(u-\Phi_n)/kT}$. The charge density is that of the donors minus that of the electrons. The electron energy is $-e$ times the potential, so Poisson's equation reads
\begin{equation}
u''=\frac{e^2N_d}{\varepsilon_s}
\left[1-e^{-(u-\Phi_n)/kT}\right],
\end{equation}
where $\varepsilon_s$ is the semiconductor's permittivity. Multiply by $u'$, so that the left side becomes the derivative of $u'^2/2$, and integrate from the bulk, where $u'=0$, to the surface, where $u=\Phi_B$:
\begin{equation}
\frac{u'(0)^2}{2}=\frac{e^2N_d}{\varepsilon_s}
\left[\Phi_B-\Phi_n-kT\left(1-e^{-(\Phi_B-\Phi_n)/kT}\right)\right].
\end{equation}
For band bending much larger than $kT$ the last exponential is negligible. The total charge follows by integrating the charge density, which is $\varepsilon_su''/e$:
\begin{equation}
Q_d=\frac{\varepsilon_s}{e}\int_0^\infty u''\,dx
=-\frac{\varepsilon_s}{e}u'(0).
\end{equation}
The band edge falls into the semiconductor, so $u'(0)<0$ and $Q_d$ is positive:
\begin{equation}
Q_d=\sqrt{2\varepsilon_sN_d(\Phi_B-\Phi_n-kT)} ,
\label{eq:qd}
\end{equation}
with energies in joules inside the root. The term $-kT$ comes from the mobile electrons: their density falls off gradually at the edge of the depletion region, not abruptly, and for a given band bending this makes the total charge slightly smaller.

\textbf{Q:} Now the unknown barrier stands under a square root as well.

\textbf{A:} That makes the equation quadratic. Define
\begin{equation}
y=\sqrt{\Phi_B-\Phi_n-kT},\qquad
b=\frac{e\delta\sqrt{2\varepsilon_sN_d}}{\varepsilon_i}.
\end{equation}
The depletion part of the step is $e\delta Q_d/\varepsilon_i=by$. The full balance and its quotient by $1+a$ are
\begin{align}
\Phi_B&=s-a(\Phi_B-\Phi_0)-by,
\label{eq:balance}\\
\Phi_B&=\Phi_{\rm lin}-Sby .
\end{align}
Replace $\Phi_B$ on the left by $\Phi_n+kT+y^2$:
\begin{equation}
y^2+Sby-(\Phi_{\rm lin}-\Phi_n-kT)=0 .
\end{equation}
Since $y$ is a positive root by definition, we take
\begin{equation}
y=-\frac{Sb}{2}+\sqrt{\left(\frac{Sb}{2}\right)^2
+\Phi_{\rm lin}-\Phi_n-kT}.
\end{equation}

For numbers, take $N_d=10^{17}$~cm$^{-3}$, $N_c=2\times10^{18}$~cm$^{-3}$, $\varepsilon_s=10\varepsilon_0$ and 300~K. Then $kT=0.0259$~eV, $\Phi_n=0.0774$~eV and $b=0.0476$~eV$^{1/2}$. This gives $Sb/2=0.0085$~eV$^{1/2}$, and in units of eV$^{1/2}$
\begin{equation}
y=-0.0085+\sqrt{0.0001+1.2136-0.0774-0.0259}=1.045 .
\end{equation}
The barrier is $\Phi_n+kT+y^2=1.196$~eV, which is 0.404~eV below your rule. The depletion charge has lowered it by a further 0.018~eV. The band bending, 1.12~eV, is about 43 times $kT$, so dropping the exponential was justified.

\textbf{Q:} How do I know that these approximations have not conspired?

\textbf{A:} Poisson's equation was also solved numerically through layer and semiconductor together, with mobile electrons and a Fermi--Dirac sum over the gap states. The two barriers agree within $10^{-5}$~eV. This checks the solution of the model. It cannot show that a given interface has a constant $D$ or a sharp sheet of charge.

\section{What the gap states are responsible for}

\textbf{Q:} Then gap-state charge causes a departure of 0.404~eV?

\textbf{A:} Most of it. Separate the two parts of the step:
\begin{align}
a(\Phi_B-\Phi_0)&=1.8095\times0.1959\ \text{eV}=0.354\ \text{eV},\\
by&=0.0476\times1.045\ \text{eV}=0.050\ \text{eV}.
\end{align}
The gap states hold $7.8\times10^{12}$ elementary charges per cm$^2$ and the depletion region $1.1\times10^{12}$.

There is a second sensible meaning of ``cause'': compare the contact with and without the states. For $D=0$ the barrier is 1.543~eV, not 1.600~eV, because the depletion charge still makes a dipole with the metal. Adding the states changes the barrier by $1.196-1.543=-0.347$~eV.

\textbf{Q:} Why isn't that $-0.354$~eV?

\textbf{A:} Because the depletion charge readjusts. Without the states its step is $1.600-1.543=0.057$~eV. With them the barrier is lower, the band bending is smaller, and the step falls to 0.050~eV. The states lower the barrier by 0.354~eV directly, and 0.007~eV is given back.

\textbf{Q:} In both accounts the states lower the barrier. Is that general?

\textbf{A:} No. Equation~\eqref{eq:departure}, which neglects the depletion charge, changes sign with $\Phi_M-\chi-\Phi_0$. With the depletion charge, the states change sign where $\Phi_B=\Phi_0$, that is at $s=\Phi_0+b\sqrt{\Phi_0-\Phi_n-kT}$, or $\Phi_M=4.845$~eV for our parameters. Take a metal with $\Phi_M=4.4$~eV. Your rule gives 0.600~eV, and the model gives 0.843~eV. The Fermi level now lies above the neutrality level, and the states are negative. They raise the barrier by 0.284~eV directly, while the depletion charge lowers it by 0.041~eV. The net departure from your rule is $+0.243$~eV. The states pull the barrier toward $\Phi_0$ from either side.

\section{Agreement for one metal}

\textbf{Q:} Suppose I measure one contact and find exactly $\Phi_M-\chi$. Surely that interface has no gap states?

\textbf{A:} It does not follow. By Eq.~\eqref{eq:gauss} the step vanishes whenever $\sigma=-Q_d$. Your rule then holds, so $\Phi_B=s$, and the balance \eqref{eq:balance} reduces to $a(\Phi_0-\Phi_B)=by$. Insert $\Phi_B=\Phi_n+kT+y^2$ and collect terms:
\begin{equation}
ay^2+by-a(\Phi_0-\Phi_n-kT)=0 .
\end{equation}
If $\Phi_0>\Phi_n+kT$, the constant term is negative and there is one positive root,
\begin{equation}
y=\frac{-b+\sqrt{b^2+4a^2(\Phi_0-\Phi_n-kT)}}{2a}.
\end{equation}
For our parameters it corresponds to $\Phi_M=4.78$~eV and a barrier of 0.98~eV. The gap states hold $-9.8\times10^{11}$ elementary charges per cm$^2$, and the depletion region holds the same number with positive sign. The agreement with your rule is a cancellation.

\textbf{Q:} I would have guessed that it happens at $\Phi_M-\chi=\Phi_0$, so at 4.8~eV.

\textbf{A:} That is the answer when $Q_d$ is negligible. With our doping, the metal at 4.8~eV has a barrier of 0.984~eV, which is 0.016~eV below your rule. The depletion charge pushes the barrier slightly below $\Phi_0$, and the gap states respond with a small negative charge.

\textbf{Q:} Then what measurement would tell the cases apart?

\textbf{A:} Within this model, a series of metals on otherwise identical interfaces. Differentiate the balance \eqref{eq:balance} with respect to $\Phi_M$. Since $y^2=\Phi_B-\Phi_n-kT$, we have $dy/d\Phi_B=1/(2y)$, and
\begin{align}
\frac{d\Phi_B}{d\Phi_M}
&=1-\left(a+\frac{b}{2y}\right)\frac{d\Phi_B}{d\Phi_M},\\
\frac{d\Phi_B}{d\Phi_M}&=\frac{1}{1+a+b/(2y)} .
\end{align}
Your rule requires a slope of one. Here it is 0.353 at the 5.4~eV metal, slightly below $S=0.356$ because the depletion charge also opposes the change. One barrier can agree by coincidence; the slope still reveals the response of the interface charge. If $D$, $\delta$ or $\Phi_0$ changes from metal to metal, the measured slope no longer has this simple meaning.

\section{Limits, and the ohmic contact}

\textbf{Q:} When may I use my rule, then?

\textbf{A:} When both $a(\Phi_B-\Phi_0)$ and $by$ are small compared with the accuracy you need, or when they happen to cancel. Consider the limits in turn.

For few states, $a\to0$ and $S\to1$. With $D=10^{12}$~cm$^{-2}$\,eV$^{-1}$ the 5.4~eV metal has a barrier of 1.520~eV. Most of what separates this from 1.600~eV is the depletion step, since removing the states altogether gives 1.543~eV. With a layer of this thickness, your rule needs light doping too.

For many states, $a\to\infty$ and $S\to0$, so Eq.~\eqref{eq:lin} gives $\Phi_B\to\Phi_0$. This is Fermi-level pinning. With $10^{14}$~cm$^{-2}$\,eV$^{-1}$ the barrier is 1.100~eV, and with the extreme value $10^{16}$ it is 1.001~eV.

\textbf{Q:} Does the gap-state charge become infinite in that limit?

\textbf{A:} No. The step has to make up the difference between $s$ and $\Phi_0$, so it tends to $s-\Phi_0=0.6$~eV, and by Eq.~\eqref{eq:gauss} the total charge stays finite. The density $D$ grows while the distance $\Phi_B-\Phi_0$ shrinks. A tiny movement of the Fermi level supplies all the charge required, and for that reason the barrier hardly moves.

\textbf{Q:} And if the states are there, but the layer is extremely thin?

\textbf{A:} Both $a$ and $b$ are proportional to $\delta$, so the step vanishes as $\delta\to0$ at fixed $D$. Charge needs a separation from its counter-charge to make a potential step. With $\delta=0.001$~nm the barrier returns to 1.598~eV. That thickness is a mathematical check on the cause, not a realizable interface. The limit also relies on the states forming a sharp sheet. States that decay into the semiconductor carry their own separation from the metal: with $\delta=0$, the same $D$ spread over a decay length of 0.3~nm in $\varepsilon_s=10\varepsilon_0$, and negligible depletion charge, the barrier behind the states is about 1.49~eV, not 1.60~eV. An intimate contact therefore need not obey your rule.

Light doping makes the other term small. At $N_d=10^{15}$~cm$^{-3}$, with the original layer and states, the barrier is 1.212~eV, within 0.002~eV of $\Phi_{\rm lin}$. The rule still fails by nearly 0.39~eV, since the gap states remain.

\textbf{Q:} I also need an ohmic contact. My plan was a metal with $\Phi_M=\chi$, which should have no barrier at all.

\textbf{A:} Put $\Phi_M-\chi=0$ into Eq.~\eqref{eq:lin}:
\begin{equation}
\Phi_{\rm lin}=(1-S)\Phi_0=0.644\times1.0\ \text{eV}=0.64\ \text{eV}.
\end{equation}
That is about 25 times $kT$ at 300~K. The states have become negative and hold the band edge up. Extrapolating to $\Phi_{\rm lin}=0$ would require $\Phi_M-\chi=-a\Phi_0=-1.81$~eV, so a work function near 2.0~eV. Take this as a sign of the difficulty, not as a prediction: with $E_F$ close to the band edge, the depletion formula \eqref{eq:qd} no longer holds, and the charge law \eqref{eq:sigma} needs a correction for the smeared filling.

\textbf{Q:} So a lower work function helps less than I thought, but it still helps.

\textbf{A:} In this model, by about 0.35~eV per eV. Equation~\eqref{eq:lin} shows what else can be changed: the density of states, their separation from the metal, the permittivity between them, and the neutrality level. Heavy doping offers another route, because it narrows the barrier until electrons tunnel through it; the current then depends on more than the barrier height and needs a separate calculation.

\textbf{Q:} Would the same interface on p-type material follow the same formula?

\textbf{A:} For negligible depletion charge, yes, with a change of reference. Equation~\eqref{eq:lin} fixes $E_F$ relative to the bands at the interface and does not contain the doping. Holes see the distance from $E_F$ down to the valence-band edge, so with a gap $E_g$
\begin{equation}
\Phi_{B,p}=E_g-\Phi_{\rm lin}.
\end{equation}
For $E_g=3.4$~eV and the 5.4~eV metal this is $3.4-1.21=2.19$~eV. Lowering the electron barrier raises the hole barrier by the same amount. With appreciable doping the two add up to less than $E_g$: the depletion charge is positive in n-type and negative in p-type material, so each lowers its own barrier. At $10^{17}$~cm$^{-3}$ on both sides, with an effective valence-band density of $2\times10^{19}$~cm$^{-3}$, the shortfall is about 0.04~eV.

\textbf{Q:} Then what should I write down in place of my rule?

\textbf{A:} Write $\Phi_B=\Phi_M-\chi-\Delta$, and then ask what charge sits at the interface and how far it is from its counter-charge. The constant-$D$ model answers that for a uniform contact in equilibrium. It leaves out image-force lowering, lateral variations of the barrier, and any dipole from chemical bonding. The first of these is about 0.05~eV at our surface field of 0.2~MV/cm, larger than the 0.018~eV shift from the depletion charge. If one of these matters, $\Delta$ or the effective barrier needs another contribution, but the bookkeeping of the vacuum levels in Eq.~\eqref{eq:step} stays the same.

\section*{Computed values}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
gap 3.4 eV, affinity 3.8 eV, neutrality depth 1.0 eV
D = 4.0e+13 cm^-2 eV^-1, layer 0.50 nm
relative permittivities: layer 2.0, semiconductor 10.0
Nd = 1.0e+17 cm^-3, Nc = 2.0e+18 cm^-3
bulk E_C - E_F = 0.0774 eV
a = 1.8095 (no unit), S = 0.3559 (no unit)
b = 0.04756 V^(1/2)
MAIN METAL: work function 5.4 eV
work function minus affinity = 1.6000 eV
barrier without depletion charge = 1.2136 eV
barrier, full formula = 1.1959 eV
barrier, Poisson solution = 1.1959 eV
departure from simple rule = -0.4041 eV
departure without depletion charge = -0.3864 eV
gap-state charge / e = 7.835e+12 cm^-2
depletion charge / e = 1.099e+12 cm^-2
step from gap-state charge = 0.3544 eV
step from depletion charge = 0.0497 eV
total step = 0.4041 eV
step if charge is not readjusted = 1.0857 eV
barrier with no gap states = 1.5429 eV
change on adding gap states = -0.3471 eV
barrier slope with work function: formula 0.3531, Poisson 0.3531
METALS: work function, simple rule, barrier, departure (eV); gap charge/e (cm^-2)
  4.4  0.6000  0.8431  +0.2431  -6.277e+12
  4.8  1.0000  0.9841  -0.0159  -6.355e+11
  5.4  1.6000  1.1959  -0.4041  +7.835e+12
work function with zero total step = 4.7755 eV
  barrier there = 0.9755 eV
  gap charge/e -9.818e+11, depletion charge/e +9.818e+11 cm^-2
STATE DENSITY (main metal): D (cm^-2 eV^-1), S, barrier (eV)
  0.0e+00  1.0000  1.5429
  1.0e+12  0.9567  1.5199
  1.0e+13  0.6885  1.3762
  4.0e+13  0.3559  1.1959
  1.0e+14  0.1810  1.1000
  1.0e+16  0.0022  1.0012
barrier for layer of 0.001 nm = 1.5977 eV
barrier at Nd = 1.0e+15 cm^-3: 1.2119 eV
\end{verbatim}
